# Forbidden Tearing Directions in Anisotropic Thin Sheets, part 1

(Sections cited here and not found follow in the second part.)

## 1. Energy release and the excluded directions

A polymer film that was stretched during manufacture can be easier to tear along one direction than across it. Cut a notch into such a film, take hold of the two flaps beside the notch, and pull them apart. If the notch points along a tough direction, the tear may run straight on, or it may turn aside, making a longer path through weaker material. The designer of a tear strip needs to know whether a desired direction can be obtained at all by a suitable choice of the pull.

For a class of loadings the answer depends on the fracture energy alone. Let $\theta$ be the direction of crack advance, measured from a line fixed in the material, and let $\Gamma(\theta)>0$ be the energy needed per unit new crack area. A direction with

$$
\Gamma(\theta)+\Gamma''(\theta)<0 \tag{1}
$$

cannot be selected, whatever the strength and direction of the pull. Primes denote derivatives with respect to angle in radians. The main proof takes the energy release to be the projection of a force vector on the crack direction. This property is first derived for a definite loading, since it fails for others.

### The force on the crack tip

The sheet has thickness $h$. It is taken to be inextensible, weightless and free to bend at no energy cost. The crack tip is at $\mathbf x$ in the flat, undeformed sheet. The flaps are gripped at material points $A$ and $B$, at positions $\mathbf x_A$ and $\mathbf x_B$ in the same flat picture. Equal and opposite forces of magnitude $P$ pull the grips apart, and the grips are free to align with the line of pull.

The distance in space between the grips cannot exceed the length of any path joining them within the sheet, because bending does not change lengths in the sheet. The shortest such path must go round the crack tip. If the straight segments from the grips to the tip stay inside their flaps, its length is

$$
D(\mathbf x)=|\mathbf x-\mathbf x_A|+|\mathbf x-\mathbf x_B|. \tag{2}
$$

This bound can be reached. Let the notch point along a direction called zero, and let the segments from the tip to $A$ and $B$ point at angles $\pi-\alpha$ and $-(\pi-\alpha)$, with $0<\alpha<\pi/2$. Crease the sheet from the tip along the directions $\pi/2-\alpha$ and $-(\pi/2-\alpha)$. Each crease is perpendicular to the segment on its own side, and both run through uncut material to the edge of the sheet. Fold one flap up by a right angle and the other down. One segment then points vertically up and the other vertically down, so they form one straight line of length $D$. The sector between the creases, of angle $\pi-2\alpha$, stays flat.

With constant $P$, the potential energy of the loading is $-PD$ plus a constant. When the tip advances by $ds$ along the unit vector $\mathbf t$, the loading gives up $P\,dD$. The gradient of $|\mathbf x-\mathbf x_A|$ with respect to $\mathbf x$ is the unit vector $\mathbf e_A$ from $A$ to the tip, and likewise for $B$. Hence

$$
dD=(\mathbf e_A+\mathbf e_B)\cdot\mathbf t\,ds .
$$

The new crack area is $h\,ds$, counted once and not once for each face; $\Gamma$ uses the same convention. The energy release per unit area is therefore

$$
G=\mathbf F\cdot\mathbf t,\qquad
\mathbf F=\frac{P}{h}(\mathbf e_A+\mathbf e_B). \tag{3}
$$

The vector $\mathbf F$ is a force divided by a thickness. Its unit, N/m, is the same as J/m². In the notch frame $\mathbf e_A=(\cos\alpha,-\sin\alpha)$ and $\mathbf e_B=(\cos\alpha,\sin\alpha)$. The transverse parts cancel, so $\mathbf F$ points along the notch and

$$
|\mathbf F|=\frac{2P\cos\alpha}{h}. \tag{4}
$$

Cutting the notch at another material angle turns $\mathbf F$ relative to the material.

### How far the projection law reaches

Let $\beta$ be the kink angle between the new crack increment and the notch. For $\beta>\alpha$, the new tip lies on the $A$ side of the line that runs from $B$ through the old tip. A straight segment from $B$ to the new tip would then cross the cut. The shortest path must instead run from $B$ to the old tip and then along the new crack edge. This leg grows by $ds$, not by $\cos(\beta-\alpha)\,ds$. The other leg still grows by $\cos(\beta+\alpha)\,ds$. The grips can again reach the full path length. At the new tip, fold the sheet by right angles as before, along creases perpendicular to the segment to $A$ and to the new crack edge, so that this segment points up and the edge points down. At the old tip, fold back to the horizontal along a crease perpendicular to the new crack edge, then down again along a crease perpendicular to the segment to $B$. All three parts of the path are then vertical and form one straight line. Including the mirror case, the release is

$$
G(\beta)=\frac{P}{h}
\begin{cases}
2\cos\alpha\cos\beta, & |\beta|\le\alpha,\\
1+\cos(|\beta|+\alpha), & \alpha<|\beta|<\pi-\alpha.
\end{cases} \tag{5}
$$

The first line is the projection law, because $\cos(\beta-\alpha)+\cos(\beta+\alpha)=2\cos\alpha\cos\beta$. Outside the window $|\beta|\le\alpha$ the release is larger than the projection, since $1>\cos(|\beta|-\alpha)$ there.

As the crack grows, $\mathbf F$ changes because the tip moves relative to the grips. The change is proportional to the advance divided by the grip distance. It vanishes for the infinitesimal advance that decides the initial direction, so $\mathbf F$ is held fixed while directions are compared.

### The selection rule

The crack is assumed to advance quasi-statically, and $\Gamma$ is assumed to depend neither on speed nor on the angle between the pull and the crack. The pull is raised slowly from zero with its direction fixed. At first $\mathbf F\cdot\mathbf t(\varphi)<\Gamma(\varphi)$ for every competing direction $\varphi$, and no advance can pay for itself. The crack starts when equality is first reached in some direction $\theta$.

To express this, define the energy still lacking for an advance along $\varphi$:

$$
W(\varphi)=\Gamma(\varphi)-\mathbf F\cdot\mathbf t(\varphi). \tag{6}
$$

The direction $\theta$ is locally selected if $W(\theta)=0$ and $W(\varphi)\ge0$ for all $\varphi$ in some neighbourhood of $\theta$. This is the proper rule if the crack can try small deviations but not large ones. The direction is globally selected if $W(\varphi)\ge0$ for all $\varphi$. Global selection implies local selection, so an exclusion proved for the local rule holds for both.

### Proof of the exclusion

Write $\mathbf t=(\cos\varphi,\sin\varphi)$ and $\mathbf n=\mathbf t'=(-\sin\varphi,\cos\varphi)$. One more derivative gives $\mathbf t''=\mathbf n'=-\mathbf t$. Take $\Gamma$ to be twice differentiable. Since $\mathbf F$ does not depend on $\varphi$,

$$
W'=\Gamma'-\mathbf F\cdot\mathbf n,\qquad
W''=\Gamma''+\mathbf F\cdot\mathbf t. \tag{7}
$$

A locally selected $\theta$ is a local minimum of $W$ with value zero. Three conditions follow. The value gives $\mathbf F\cdot\mathbf t(\theta)=\Gamma(\theta)$. The vanishing slope gives $\mathbf F\cdot\mathbf n(\theta)=\Gamma'(\theta)$. The second derivative at a minimum cannot be negative, so

$$
0\le W''(\theta)=\Gamma''(\theta)+\mathbf F\cdot\mathbf t(\theta)
=\Gamma''(\theta)+\Gamma(\theta). \tag{8}
$$

A direction satisfying inequality (1) violates this condition for every $\mathbf F$. This proves the exclusion.

The plus sign comes from the projection. When the crack turns away from the stationary direction, the release contributes $-G''=+\mathbf F\cdot\mathbf t=+\Gamma$ to the curvature of $W$. This tends to keep the crack on course. A maximum of $\Gamma$ is therefore not automatically forbidden. It becomes forbidden when its downward curvature exceeds $\Gamma$ itself.

The first two conditions also determine the force. Its components along the perpendicular unit vectors $\mathbf t(\theta)$ and $\mathbf n(\theta)$ are known, so

$$
\mathbf F(\theta)=\Gamma(\theta)\,\mathbf t(\theta)+\Gamma'(\theta)\,\mathbf n(\theta). \tag{9}
$$

There is one candidate force for each direction. If another force merely satisfies the energy balance at $\theta$, then $W'(\theta)\ne0$, and $W$ is negative on one side of $\theta$. A neighbour on that side would already have torn.

### What happens around a forbidden direction

Denote the decisive combination by $S(\varphi)=\Gamma(\varphi)+\Gamma''(\varphi)$. Adding equation (6) to the second part of equation (7) cancels the force:

$$
W''+W=S. \tag{10}
$$

Choose $\mathbf F=\mathbf F(\theta)$, so that $W(\theta)=W'(\theta)=0$. To solve equation (10), multiply it by $\sin(\varphi-s)$ and integrate over $s$ from $\theta$ to $\varphi$. The first term is integrated by parts twice:

$$
\begin{aligned}
\int_\theta^\varphi W''(s)\sin(\varphi-s)\,ds
&=\big[W'(s)\sin(\varphi-s)\big]_\theta^\varphi
+\int_\theta^\varphi W'(s)\cos(\varphi-s)\,ds\\
&=0+\big[W(s)\cos(\varphi-s)\big]_\theta^\varphi
-\int_\theta^\varphi W(s)\sin(\varphi-s)\,ds\\
&=W(\varphi)-\int_\theta^\varphi W(s)\sin(\varphi-s)\,ds .
\end{aligned}
$$

The first bracket vanishes at its upper end because the sine is zero, and at its lower end because $W'(\theta)=0$. The second bracket leaves $W(\varphi)$ because $W(\theta)=0$. The remaining integral cancels against the integral of the term $W$ in equation (10). The result is

$$
W(\varphi)=\int_\theta^\varphi S(s)\sin(\varphi-s)\,ds. \tag{11}
$$

Suppose that $S<0$ throughout an interval around $\theta$ and that $\varphi$ lies in it, less than $\pi$ from $\theta$. For $\varphi>\theta$ the sine is positive and the integral is negative. For $\varphi<\theta$ both the sine and the increment $ds$ are negative, so their product is positive and the integral is again negative. Every other direction in that interval has more energy available than it needs. At the load that would balance the forbidden direction, its neighbours on both sides have already passed their own thresholds.

For a small deviation $\delta=\varphi-\theta$, the expansion of $W$ begins

$$
W(\theta+\delta)=\tfrac12 S(\theta)\,\delta^2+\tfrac16 S'(\theta)\,\delta^3+\dots \tag{12}
$$

The quadratic coefficient follows from equation (10) at $\theta$. The cubic one follows from its derivative, $W'''+W'=S'$, if $\Gamma$ has a third derivative. If $S(\theta)>0$ and the force is given by equation (9), $W$ has a strict local minimum and $\theta$ is locally selected. If $S(\theta)=0$ but $S'(\theta)\ne0$, the cubic term changes sign across $\theta$. One neighbour then has a surplus, so this limiting direction is also excluded.

Equation (11) also settles a simple global case. If $S>0$ at all angles, then $W>0$ for every $\varphi$ up to $\pi$ away from $\theta$ on either side, which covers the whole circle. Under the projection law, every direction can then be globally selected by its own force. In flap loading with a small $\alpha$, the larger release at large kinks can still let a distant direction win.

### How the crack follows the force

Differentiating equation (9), with $\mathbf t'=\mathbf n$ and $\mathbf n'=-\mathbf t$, gives

$$
\mathbf F'=\Gamma'\mathbf t+\Gamma\mathbf n+\Gamma''\mathbf n-\Gamma'\mathbf t
=S\,\mathbf n. \tag{13}
$$

Let $\psi$ be the material angle of $\mathbf F$. The rate of turn of a plane vector is the cross product of the vector with its derivative, divided by its squared length. Here $\mathbf F\times\mathbf F'=\Gamma S$, because $\mathbf t\times\mathbf n=1$ and $\mathbf n\times\mathbf n=0$. Thus

$$
\frac{d\psi}{d\theta}=\frac{\Gamma S}{\Gamma^2+\Gamma'^2}. \tag{14}
$$

Where $S>0$, the crack direction turns in the same sense as the force. Where $S$ is small and positive, a small turn of the force causes a large turn of the crack, so control of the direction is poor close to the forbidden range. Where $S<0$, the balancing force would have to turn against the crack direction.

### Other release laws

If $G$ is a smooth function of direction but not a projection, the same minimum argument gives $G=\Gamma$, $G'=\Gamma'$ and

$$
\Gamma''\ge G''. \tag{15}
$$

For a release that is equal in all directions, $G'=G''=0$. The crack then needs $\Gamma'=0$ and $\Gamma''\ge0$, which is a different rule from inequality (8). Equation (1) must therefore not be carried over to a bonded film without first finding its release law.

The wrapped branch in equation (5) can be treated in this way. Differentiating it twice gives $G''=-(P/h)\cos(|\beta|+\alpha)=P/h-G$. With $G=\Gamma$, condition (15) becomes $\Gamma+\Gamma''\ge P/h>0$. At the joint $|\beta|=\alpha$ the release equals the projection, and on both sides it is at least as large, so the proof based on equation (8) still applies. In this ideal flap loading, directions with $S<0$ are therefore excluded outside the projection window as well.

## 2. Global selection, a worked film and its limits

The following symbols and results carry over. The fracture energy in material direction $\theta$ is $\Gamma(\theta)$, and $S=\Gamma+\Gamma''$. The unit vector along the crack is $\mathbf t$, and $\mathbf n=\mathbf t'$. The release per unit area is $G=\mathbf F\cdot\mathbf t$, and $W=\Gamma-\mathbf F\cdot\mathbf t$ is the energy still lacking. Local selection requires $S\ge0$, and the balancing force is $\mathbf F=\Gamma\mathbf t+\Gamma'\mathbf n$. For flaps pulled with force $P$ along lines at angles $\pm\alpha$ to the notch, $\mathbf F$ points along the notch with $|\mathbf F|=2P\cos\alpha/h$. This projection law holds for kinks up to $\alpha$; equation (5) covers larger ones.

Under the projection law, no pull can select a direction with $\Gamma+\Gamma''<0$, and in the ideal flap loading this exclusion also holds for kinks on the wrapped branch. What remains is to find which directions are globally selectable, to work through a film with one easy axis, and to examine the limits of the ideal sheet.
